# Doping dependence of the zone-centre optical phonon in graphene

## Problem

Graphene is modelled as a flat honeycomb lattice with bond length $b$ and one orbital per atom. The nearest-neighbour hopping amplitude is $-t$. A uniform optical vibration displaces sublattice B against sublattice A by $\mathbf w$ in the plane and changes the hopping along bond direction $\hat{\mathbf e}_j$ to $-(t-t'\,\hat{\mathbf e}_j\!\cdot\!\mathbf w)$. The electrons do not interact or scatter, and the chemical potential $\mu$ is measured from the band crossing. Units are Hartree atomic units, with $\hbar=1$, and $T$ stands for the thermal energy.

(a) Find the electronic Hamiltonian near the band crossings, including its coupling to $\mathbf w$.

(b) Relate the complex phonon frequency to the electronic response.

(c) At $T=0$, find the frequency shift and the damping as functions of $\mu$, relative to the undoped frequency $\omega$.

(d) Discuss the behaviour at small $|\mu|$, at large $|\mu|$ and in between.

(e) Find the shift due to doping when the electrons follow the displacement adiabatically. Compare it with the limit $\omega\to0$ of (c).

(f) How does temperature change the result at $\mu=\omega/2$?

(g) Evaluate the results for $t=0.1$, $t'=0.1$, $b=2.7$, $\omega=0.007$ and reduced mass $M=11000$. These are round model values, not measured properties of graphene.

## Solution

### (a) Bands and coupling

Label the orbitals by their undisplaced positions, so that $\mathbf w$ enters through the hoppings alone. The matrix element between the sublattices is

$$f(\mathbf k)=-\sum_j (t-t'\hat{\mathbf e}_j\!\cdot\!\mathbf w)\,e^{i b\,\mathbf k\cdot\hat{\mathbf e}_j},\qquad \hat{\mathbf e}_1=(0,1),\quad \hat{\mathbf e}_{2,3}=(\mp\tfrac{\sqrt3}{2},-\tfrac12).$$

At $\mathbf K=(4\pi/(3\sqrt3\,b),0)$ the three phase factors are $1,\ e^{-2\pi i/3},\ e^{2\pi i/3}$. Their sum is zero, and the same factors give $\sum_j\hat{\mathbf e}_j e^{ib\mathbf K\cdot\hat{\mathbf e}_j}=\tfrac32(i,1)$. With $\mathbf k=\mathbf K+\mathbf p$, to first order in $\mathbf p$ and in $\mathbf w$ separately,

$$f=-\tfrac32 i\,tb\,(ip_x+p_y)+\tfrac32t'(iw_x+w_y)=v(p_x-ip_y)+g(w_y+iw_x),$$

$$v=\tfrac32tb,\qquad g=\tfrac32t'.$$

Since $f$ is the upper off-diagonal element $h_x-ih_y$ of $\mathbf h\cdot\boldsymbol\sigma$, a displacement $w$ along $y$ gives

$$H=v(p_x\sigma_x+p_y\sigma_y)+g\,w\,\sigma_x .$$

At $-\mathbf K$ the phases are conjugated. This reverses the sign of $p_x$ and leaves the coupling to $w$ along $y$ unchanged, so both valleys contribute equally to any quadratic effect. The cell area is $A=\tfrac{3\sqrt3}{2}b^2$.

### (b) Phonon equation

Let $X$ be the sum of $\langle\sigma_x\rangle$ over all electrons per unit area. The force on $w$ per cell is $-gAX$, hence

$$M\ddot w=-M\omega_b^2w-gAX .$$

Here $\omega_b$ contains every restoring force not produced by these bands, and is taken as independent of doping. A doping-induced change of the bond length, for example, is outside this term.

For $w\propto e^{-i\Omega t}$ write $X=\chi(\Omega)gw$. Then

$$\Omega^2=\omega_b^2+\frac{Ag^2}{M}\chi(\Omega).$$

The undoped frequency obeys $\omega^2=\omega_b^2+(Ag^2/M)\,\mathrm{Re}\,\chi_0(\omega)$. Set $\Omega=\omega+\delta\omega-i\gamma$, subtract, drop the square of the small shift and evaluate $\chi$ at $\omega$:

$$\delta\omega-i\gamma=\frac{Ag^2}{2M\omega}\left[\chi_\mu(\omega)-\mathrm{Re}\,\chi_0(\omega)\right].$$

The amplitude decays as $e^{-\gamma t}$, and the full spectral width is $2\gamma$.

### (c) Dynamic response

At each $\mathbf p$ the two bands have energies $\pm\varepsilon$ with $\varepsilon=vp$. Let $\mathbf n=(\cos\theta,\sin\theta,0)$ be the direction of $\mathbf p$, and let $F=f_--f_+$ be the difference of the lower and upper occupations. The vector $\mathbf s=\langle\boldsymbol\sigma\rangle$ starts from $-F\mathbf n$ and obeys

$$\dot{\mathbf s}=2(\varepsilon\mathbf n+gw\hat{\mathbf x})\times\mathbf s .$$

Let $\mathbf m=\hat{\mathbf z}\times\mathbf n=(-\sin\theta,\cos\theta,0)$. The linear change $\delta\mathbf s=u\,\mathbf m+s_z\hat{\mathbf z}$ satisfies

$$\dot u=-2\varepsilon s_z,\qquad \dot s_z=2\varepsilon u-2gwF\sin\theta .$$

The component along $\mathbf n$ has no linear source: a uniform vibration does not change the band populations at this order. Intraband response is therefore absent at nonzero frequency. Eliminating $s_z$,

$$\ddot u+4\varepsilon^2u=4\varepsilon F\sin\theta\,gw,\qquad
\delta\langle\sigma_x\rangle=-u\sin\theta=\frac{4\varepsilon F\sin^2\theta}{\Omega^2-4\varepsilon^2}\,gw .$$

Now sum over two spins, two valleys and momentum. The angular average of $\sin^2\theta$ is $\tfrac12$, so the measure is $4\cdot\tfrac12\,\varepsilon\,d\varepsilon/(2\pi v^2)=\varepsilon\,d\varepsilon/(\pi v^2)$. With a cutoff $\Lambda$ on $\varepsilon$,

$$\chi(\omega)=\frac1{\pi v^2}\int_0^\Lambda d\varepsilon\,F(\varepsilon)\frac{4\varepsilon^2}{(\omega+i0)^2-4\varepsilon^2}.$$

The $+i0$ expresses a vibration switched on slowly from the past. At $T=0$, $F=1$ for $\varepsilon>|\mu|$ and $F=0$ below. For either sign of $\mu$, doping thus removes the pairs with $\varepsilon<|\mu|$. Define

$$K=\frac{Ag^2}{2\pi Mv^2\omega},\qquad \delta\omega=KS .$$

Taking the removed part with a minus sign,

$$S=-P\!\!\int_0^{|\mu|}\!\frac{4\varepsilon^2}{\omega^2-4\varepsilon^2}d\varepsilon
=\int_0^{|\mu|}\!d\varepsilon+\frac\omega4P\!\!\int_0^{|\mu|}\!\left[\frac1{\varepsilon-\omega/2}-\frac1{\varepsilon+\omega/2}\right]d\varepsilon ,$$

where $P$ denotes the principal value. The logarithms vanish at the lower limit, which leaves

$$\boxed{\delta\omega=K\left[|\mu|+\frac\omega4\ln\left|\frac{2|\mu|-\omega}{2|\mu|+\omega}\right|\right]}$$

For the damping, the imaginary part of the fraction in $\chi$ is $-4\pi\varepsilon^2\delta(\omega^2-4\varepsilon^2)=-(\pi\omega/4)\,\delta(\varepsilon-\omega/2)$. Therefore

$$\boxed{\gamma=\frac{\pi K\omega}{4}\,\theta\!\left(\frac\omega2-|\mu|\right)}$$

Beyond $|\mu|=\omega/2$, the pairs that could absorb a phonon are Pauli-blocked.

### (d) Reading the dynamic shift

Let $x=2|\mu|/\omega$. Then

$$S=\frac\omega2\left[x+\frac12\ln\left|\frac{x-1}{x+1}\right|\right].$$

For $x<1$ the logarithmic term is $-(x+x^3/3+x^5/5+\dots)$. The linear terms cancel, and $S\approx-4|\mu|^3/(3\omega^2)$ at small doping. For $x\gg1$ it is $-1/x-\dots$, so $S\approx|\mu|-\omega^2/(4|\mu|)$.

Near the threshold,

$$S\approx\frac\omega2+\frac\omega4\ln\frac{\big|2|\mu|-\omega\big|}{2\omega},$$

and $S\to-\infty$ from both sides. The reason lies in the signs in $\chi$. Pairs with $2\varepsilon<\omega$ raise the phonon frequency and pairs with $2\varepsilon>\omega$ lower it. Doping first removes the raising pairs, so the phonon softens. Past the threshold it removes lowering pairs, and the phonon recovers. With the Fermi edge near resonance, the large opposite contributions no longer balance.

Every term of the series is negative for $x<1$. For $x>1$ the derivative of the bracket is $1+1/(x^2-1)>0$, so there is one sign change. It satisfies $x=\tfrac12\ln[(x+1)/(x-1)]$, or $x=\coth x$, whose numerical root is $x=1.19968$. The phonon is stiffer than in the undoped sheet for $|\mu|>0.600\,\omega$.

The formula fails very close to the threshold. It evaluates the response at $\omega$, which requires the shift to be small compared with the detuning $\big|2|\mu|-\omega\big|$. A finite physical frequency cannot be inferred from the divergence itself.

### (e) Adiabatic shift

For a static displacement,

$$v(p_x\sigma_x+p_y\sigma_y)+gw\sigma_x=v\left[(p_x+gw/v)\sigma_x+p_y\sigma_y\right].$$

The cone moves rigidly in momentum space. Added carriers in equilibrium fill a disk around the new crossing, and their energy does not depend on $w$. The filled sea has a fixed momentum cutoff and does contribute to the stiffness, but that contribution is the same at every doping. Hence

$$\delta\omega_{\rm adiabatic}=0\qquad\text{for linear bands.}$$

The response calculation shows what cancels. The static interband part at $T=0$ is $-(\Lambda-|\mu|)/(\pi v^2)$. In equilibrium the populations also adjust. The band energies change by $\pm gw\cos\theta$, the occupation at the Fermi energy changes oppositely, and $\langle\sigma_x\rangle=\pm\cos\theta$ in each band. With $\langle\cos^2\theta\rangle=\tfrac12$ and density of states $|\mu|/(2\pi v^2)$ per spin and valley, this gives

$$\chi_{\rm intra}=-4\cdot\frac12\cdot\frac{|\mu|}{2\pi v^2}=-\frac{|\mu|}{\pi v^2}.$$

The terms in $|\mu|$ cancel. The carrier number is unchanged at first order because $\langle\cos\theta\rangle=0$.

By contrast, $S\to|\mu|$ when $\omega\to0$ in (c), and the squared frequency then changes by $2\omega K|\mu|=Ag^2|\mu|/(\pi Mv^2)$. Slow motion alone does not make the clean sheet adiabatic, because its populations are still conserved. Suppose they relax to the displaced equilibrium at a rate $1/\tau$. Their response is then multiplied by $1/(1-i\omega\tau)$, and $S$ acquires the extra term $-|\mu|/(1-i\omega\tau)$. In this simple model the adiabatic result is approached for $\omega\ll1/\tau\ll2|\mu|$. The second inequality keeps the broadening of the interband pairs unimportant.

On the lattice the cancellation is a leading-order result, and the remainder can be found. Let the three hopping terms at the crossing be complex numbers $z_j$ with $\sum_jz_j=0$. They form a closed triangle with sides $t_j=t-t'\hat{\mathbf e}_j\!\cdot\!\mathbf w$. The product of the two principal velocities is

$$v_1v_2=\left|\mathrm{Im}\,(\partial_{k_x}f)^*\partial_{k_y}f\right| ,$$

which contains the products $\mathrm{Im}\,z_j^*z_l$. For each cyclic pair these equal the same signed double area of the triangle, so $v_1v_2$ is proportional to that area. For $w$ along $y$ put $q=t'w/t$, so the sides are $t(1-q)$, $t(1+q/2)$ and $t(1+q/2)$. The perimeter is fixed, and Heron's formula gives

$$\frac{v_1v_2}{v^2}=\sqrt{(1+2q)(1-q)^2}\approx1-\frac32q^2 .$$

The carriers contribute $-A|\mu|^3/(3\pi v_1v_2)$ to the grand potential per cell. Its second derivative with respect to $w$ is $-A|\mu|^3t'^2/(\pi v^2t^2)$. Dividing by $Ag^2/(\pi v^2)$, with $g^2=\tfrac94t'^2$, converts it to the scale of $S$:

$$S_{\rm adiabatic}\approx-\frac{4|\mu|^3}{9t^2}.$$

Relative to $|\mu|$ this is of order $(\mu/t)^2$. The coefficient belongs to hoppings strictly linear in $\hat{\mathbf e}_j\!\cdot\!\mathbf w$. Terms of order $w^2$ in the hopping change the velocity at the same order. For $t'b/t=2.7$, a hopping linear in the true bond length multiplies the coefficient by about 1.12, and an exponential hopping with the same slope multiplies it by about 0.79.

### (f) Thermal rounding

A Fermi function is an average of zero-temperature steps at $\mu'=\mu+Ty$, with weight $e^{-y}/(1+e^{-y})^2$. Since $\chi$ is linear in the occupations, $S$ is averaged in the same way. The shift is still measured from the undoped sheet at $T=0$. At $\mu=\omega/2$ and $T\ll\omega$,

$$S\approx\left\langle\frac\omega2+Ty+\frac\omega4\ln\frac{T|y|}{\omega}-\frac\omega4\ln\left(1+\frac{Ty}{\omega}\right)\right\rangle .$$

The term linear in $y$ averages to zero. For the logarithm, expand the weight in exponentials:

$$\langle|y|^s\rangle=2\,\Gamma(1+s)\,\eta(s),\qquad \eta(s)=\sum_{n\ge1}(-1)^{n-1}n^{-s},$$

continued to $s=0$, where $\eta(0)=\tfrac12$. There $\eta'(0)=\ln2-\ln3+\ln4-\dots$. Averaging neighbouring partial sums produces half the logarithm of Wallis's product, so $\eta'(0)=\tfrac12\ln(\pi/2)$. Differentiating at $s=0$ gives $\langle\ln|y|\rangle=\ln(\pi/2)-\gamma_E$, where $\gamma_E$ is Euler's constant. Thus

$$S(\omega/2,T)\approx\frac\omega4\left[2+\ln\frac{\pi T}{2\omega}-\gamma_E\right].$$

The last logarithm in the average, with $\langle y^2\rangle=\pi^2/3$, supplies the next term, $+\pi^2T^2/(24\omega)$.

The damping is multiplied by $F(\omega/2)=f(-\omega/2)-f(\omega/2)$. At $\mu=\omega/2$ this tends to $\tfrac12$ at low temperature, so the damping step is rounded as well.

### (g) Numbers

The parameters give $v=0.405$, $g=0.150$ and $A=18.94$, so

$$K=\frac{18.94\times0.150^2}{2\pi\times11000\times0.405^2\times0.007}=0.00537 .$$

The threshold is $\omega/2=0.0035$ Ha. Below it,

$$2\gamma=\frac{\pi}{2}\times0.00537\times0.007=5.90\times10^{-5}\ \text{Ha}=13.0\ \text{cm}^{-1}.$$

At $\mu=0.006$ Ha,

$$S=0.006+0.00175\ln\frac{0.005}{0.019}=0.00366\ \text{Ha},$$

and $KS=1.97\times10^{-5}$ Ha, or $4.3\ \text{cm}^{-1}$. The same steps give the following zero-temperature values.

| $\mu$ (Ha) | $\delta\omega$ (cm⁻¹) | $2\gamma$ (cm⁻¹) |
|---:|---:|---:|
| 0.0020 | −0.3 | 13.0 |
| 0.0030 | −1.8 | 13.0 |
| 0.0034 | −4.7 | 13.0 |
| 0.0036 | −4.5 | 0 |
| 0.0040 | −0.9 | 0 |
| 0.0060 | +4.3 | 0 |
| 0.0100 | +10.3 | 0 |

The sign changes at $\mu=0.00420$ Ha. Solving numerically on the upper side of the threshold, the size of the shift equals the detuning at $2\mu-\omega=3.7\times10^{-5}$ Ha. The formula needs a detuning well above this. The two rows next to the threshold already feel the correction. Solving the equation of (b) self-consistently for $\Omega$ gives a shift of $-4.9\ \text{cm}^{-1}$ with width $13.6\ \text{cm}^{-1}$ at $\mu=0.0034$ Ha, and $-4.3\ \text{cm}^{-1}$ at $\mu=0.0036$ Ha. The other rows move by less than $0.1\ \text{cm}^{-1}$.

The coupled equations for $w$ and $\mathbf s$ can also be integrated in time without the response formula. A fourth-order Runge–Kutta integration used 400 energies up to 0.05 Ha, six angles and about twenty phonon periods. A damped sinusoid was then fitted after the first three periods. At $\mu=0.012$ Ha the shift relative to the undoped run is $5.85\times10^{-5}$ Ha, against $KS=5.88\times10^{-5}$ Ha. The dropped square in (b) lowers the latter by $(KS)^2/(2\omega)=2.5\times10^{-7}$ Ha, which accounts for most of the difference. Two further second-order terms nearly cancel: $+\gamma^2/(2\omega)=0.6\times10^{-7}$ Ha from the damped undoped reference, and about $-0.8\times10^{-7}$ Ha from evaluating $\chi$ at the shifted frequency. The fitted decay rate is $2.95\times10^{-5}$ Ha without doping and below $10^{-9}$ Ha in magnitude at $\mu=0.006$ and 0.012 Ha.

For the adiabatic case, the static response was summed over a $1200\times1200$ mesh of the full Brillouin zone at $\mu=0.010$ Ha and $T=0.001$ Ha. Relative to the undoped sheet at the same temperature, and on the scale of $S$, this mesh gives an interband part of $+0.00863$ Ha and an intraband part of $-0.00868$ Ha. Each part still carries a mesh error of about $1.5\times10^{-5}$ Ha (the converged values are $+0.00861$ and $-0.00866$ Ha), which cancels in their sum. Both fall short of $\mu$ in size because the undoped reference has the thermal average $\langle|\mu'|\rangle=2T\ln2=0.00139$ Ha. A finite-difference calculation with frozen displacements gives their total as $-4.9\times10^{-5}$ Ha, a shift of $-0.06\ \text{cm}^{-1}$. The formula in (e) gives $-4.4\times10^{-5}$ Ha at $T=0$. Thermal averaging replaces $\mu^3$ by about $\mu^3+\pi^2T^2\mu$, which is 10% larger. The undoped reference subtracts $12\,\eta(3)\,T^3\approx10.8\,T^3$, about 1% of $\mu^3$. The estimate becomes $-4.84\times10^{-5}$ Ha, within 1% of the frozen-displacement value. In this model the small remainder is thus the change of band velocity with displacement.

At $\mu=\omega/2$, numerical thermal integration gives shifts of $-4.9$, $-2.6$ and $-0.1\ \text{cm}^{-1}$ at about 32, 95 and 316 K. At the highest temperature the leading formula gives $S=-1.25\times10^{-4}$ Ha, while direct integration gives $-0.63\times10^{-4}$ Ha. The next term, $+\pi^2T^2/(24\omega)=0.59\times10^{-4}$ Ha, supplies nearly all of this difference. For these parameters the logarithmic softening at the threshold has almost disappeared near room temperature, and the damping there is half its undoped zero-temperature value.
